# The prefactor of direct tunnelling through a thick rectangular barrier: verification in Python

```python
"""Tunnelling through a thick rectangular barrier: exact T versus exp(-2*kappa*d).

Result under test: for uniform mass, T*exp(2*kappa*d) tends to
A = 16*E*(V0-E)/V0**2, which is 32/9 for E = 1 eV and V0 = 3 eV.
E: electron energy, V0: barrier height, both from the electrode band bottom (eV)
d: barrier thickness (nm); kappa: decay constant in the barrier (1/nm)
m_el, m_bar: electrode and barrier masses in units of the free-electron mass
The reference T comes from numerical integration of the Schroedinger equation.
"""
import numpy as np
from scipy.constants import hbar, m_e, e
from scipy.integrate import solve_ivp

H2M = hbar**2 / (2 * m_e * e) * 1e18  # hbar^2/(2 m_e) in eV nm^2


def decay(E, V0, m_bar=1.0):
    return np.sqrt(m_bar * (V0 - E) / H2M)


def integrate_barrier(E, V0, d, m_el=1.0, m_bar=1.0):
    """Integrate psi and u = psi'/m from the exit (psi = 1) to the entrance.

    Returns T, R, entrance density per incident density, and |psi(0)|^2.
    """
    k = np.sqrt(m_el * E / H2M)

    def rhs(x, y):
        return [m_bar * y[1], (V0 - E) / H2M * y[0]]

    start = np.array([1.0 + 0j, 1j * k / m_el])
    sol = solve_ivp(rhs, (d, 0.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, u = sol.y[:, -1]
    incident = 0.5 * (psi + u * m_el / (1j * k))
    reflected = 0.5 * (psi - u * m_el / (1j * k))
    T = 1 / abs(incident)**2
    R = abs(reflected / incident)**2
    return T, R, abs(psi / incident)**2, abs(psi)**2


def closed_T(E, V0, d):
    s = np.sinh(decay(E, V0) * d)
    return 1 / (1 + V0**2 * s**2 / (4 * E * (V0 - E)))


def prefactor(E, V0):
    return 16 * E * (V0 - E) / V0**2


def numerical_ratio(E, V0, d, m_el=1.0, m_bar=1.0):
    T = integrate_barrier(E, V0, d, m_el, m_bar)[0]
    return T * np.exp(2 * decay(E, V0, m_bar) * d)


E, V0 = 1.0, 3.0
kappa = decay(E, V0)
k = np.sqrt(E / H2M)
A = prefactor(E, V0)

# Exact transmission, current conservation and finite-thickness ratio
thicknesses = [0.05, 0.1, 0.2, 0.5, 1.0, 2.0]
rows = []
for d in thicknesses:
    T, R, _, _ = integrate_barrier(E, V0, d)
    bare = np.exp(-2 * kappa * d)
    ratio = T / bare
    assert abs(T / closed_T(E, V0, d) - 1) < 1e-6
    assert abs(T + R - 1) < 1e-7
    assert abs(ratio / (A / (1 + (A - 2) * bare + bare**2)) - 1) < 1e-6
    rows.append((d, T, bare, ratio))
ratios = np.array([row[3] for row in rows])
assert np.all(np.diff(ratios[:5]) > 0) and ratios[0] > 1
assert np.all(ratios < A * (1 + 1e-6))
assert abs(ratios[-1] / A - 1) < 1e-6

# Interface factors, read from the integrated wave in a thick barrier
_, _, entry, density0 = integrate_barrier(E, V0, 2.0)
exit_factor = np.exp(2 * kappa * 2.0) / density0
assert abs(entry / (4 * E / V0) - 1) < 1e-6
assert abs(exit_factor / (4 * (V0 - E) / V0) - 1) < 1e-6

# Thickness at which the ratio reaches 99 percent of its limit
excess = 1 / 0.99 - 1
x99 = (-(A - 2) + np.sqrt((A - 2)**2 + 4 * excess)) / 2
d99 = -np.log(x99) / (2 * kappa)
assert abs(numerical_ratio(E, V0, d99) / (0.99 * A) - 1) < 1e-6

# Equivalent thinning of the barrier in the bare exponential
shift = np.log(A) / (2 * kappa)
T_one = rows[4][1]
assert abs(np.exp(-2 * kappa * (1.0 - shift)) / T_one - 1) < 1e-5

# A different uniform mass leaves the limit unchanged
ratio_light = numerical_ratio(E, V0, 3.0, 0.4, 0.4)
assert abs(ratio_light / A - 1) < 1e-6

# Energy window in which the exact thick-barrier T exceeds the exponential
E_low = V0 * (1 - np.sqrt(3) / 2) / 2
E_high = V0 * (1 + np.sqrt(3) / 2) / 2
assert numerical_ratio(E_low - 0.005, V0, 5.0) < 1
assert numerical_ratio(E_low + 0.005, V0, 5.0) > 1
assert numerical_ratio(E_high - 0.01, V0, 5.0) > 1
assert numerical_ratio(E_high + 0.01, V0, 5.0) < 1
ratio_slow = numerical_ratio(0.1, V0, 2.0)
assert abs(ratio_slow / prefactor(0.1, V0) - 1) < 1e-6

# Barrier top 3 eV above the electron energy instead of the band bottom
ratio_other = numerical_ratio(E, E + 3.0, 2.0)
assert abs(ratio_other / prefactor(E, E + 3.0) - 1) < 1e-6

# Barrier mass half the electrode mass
s = (V0 - E) / E * 1.0 / 0.5
A_mass = 16 * s / (1 + s)**2
ratio_mass = numerical_ratio(E, V0, 2.0, 1.0, 0.5)
assert abs(ratio_mass / A_mass - 1) < 1e-6

print(f"Electron energy E = {E:.1f} eV")
print(f"Barrier height V0 = {V0:.1f} eV")
print("Mass = 1 free-electron mass, electrodes and barrier")
print(f"hbar^2/(2 m_e) = {H2M:.6f} eV nm^2")
print(f"Wave number k = {k:.4f} 1/nm")
print(f"Decay constant kappa = {kappa:.4f} 1/nm")
print(f"Limit A from formula = {A:.4f} (dimensionless)")
print("Integrated wave: d (nm), T, bare exponential, ratio")
for d, T, bare, ratio in rows:
    print(f"  {d:.2f}  {T:.4e}  {bare:.4e}  {ratio:.4f}")
print(f"Entrance density factor, d = 2 nm: {entry:.4f}")
print(f"Exit density factor, d = 2 nm: {exit_factor:.4f}")
print(f"Product of the two factors: {entry * exit_factor:.4f}")
print(f"Thickness for 99 percent of A: {d99:.4f} nm")
print(f"2*kappa*d at that thickness: {2 * kappa * d99:.3f}")
print(f"Equivalent thinning ln(A)/(2 kappa): {shift:.4f} nm")
print(f"Ratio, uniform mass 0.4, d = 3 nm: {ratio_light:.4f}")
print(f"Lower energy where A = 1: {E_low:.4f} eV")
print(f"Upper energy where A = 1: {E_high:.4f} eV")
print(f"Ratio at E = 0.1 eV, d = 2 nm: {ratio_slow:.4f}")
print(f"Ratio for V0 = 4 eV, E = 1 eV, d = 2 nm: {ratio_other:.4f}")
print(f"Ratio, barrier mass 0.5, electrode mass 1, d = 2 nm: {ratio_mass:.4f}")
print("OK")
```

Running it gives:

```
Electron energy E = 1.0 eV
Barrier height V0 = 3.0 eV
Mass = 1 free-electron mass, electrodes and barrier
hbar^2/(2 m_e) = 0.038100 eV nm^2
Wave number k = 5.1232 1/nm
Decay constant kappa = 7.2453 1/nm
Limit A from formula = 3.5556 (dimensionless)
Integrated wave: d (nm), T, bare exponential, ratio
  0.05  8.6639e-01  4.8455e-01  1.7880
  0.10  5.8775e-01  2.3479e-01  2.5033
  0.20  1.8002e-01  5.5128e-02  3.2656
  0.50  2.5343e-03  7.1355e-04  3.5516
  1.00  1.8103e-06  5.0916e-07  3.5556
  2.00  9.2175e-13  2.5924e-13  3.5556
Entrance density factor, d = 2 nm: 1.3333
Exit density factor, d = 2 nm: 2.6667
Product of the two factors: 3.5556
Thickness for 99 percent of A: 0.3479 nm
2*kappa*d at that thickness: 5.041
Equivalent thinning ln(A)/(2 kappa): 0.0875 nm
Ratio, uniform mass 0.4, d = 3 nm: 3.5556
Lower energy where A = 1: 0.2010 eV
Upper energy where A = 1: 2.7990 eV
Ratio at E = 0.1 eV, d = 2 nm: 0.5156
Ratio for V0 = 4 eV, E = 1 eV, d = 2 nm: 3.0000
Ratio, barrier mass 0.5, electrode mass 1, d = 2 nm: 2.5600
OK
```
